# How molybdenum trioxide injects holes without carrying them in its valence band

A molybdenum trioxide layer can inject holes into an organic film while its own valence band carries practically no current. An electron leaves the organic's highest occupied molecular orbital (HOMO), enters the oxide conduction band and travels to the anode. The vacancy it leaves behind is the injected hole. In the example below, the valence band could supply at most about $10^{-19}$ A/cm², although the contact must pass $10^{-2}$ A/cm².

## The counter-example: level alignment

Let $x$ run from the anode, through 10 nm of oxide, into 50 nm of organic. All level energies are electron energies. $W(x)$ is the local vacuum level minus the Fermi level $E_F$, $A$ is the oxide's electron affinity, $G$ its gap, and $I$ the depth of the HOMO centre below vacuum. Then

$$E_c-E_F=W-A,\qquad E_F-E_v=A+G-W,\qquad E_F-E_H=I-W .$$

Take $A=6.7$ eV, $G=3.0$ eV, $I=5.6$ eV and an anode work function of 4.7 eV. With a common vacuum level, the conduction edge lies below the HOMO:

$$E_c-E_H=I-A=5.6-6.7=-1.1\ \text{eV}.$$

Electrons therefore pass from organic to oxide, leaving the organic positive and the oxide negative. This lowers the organic's levels relative to the oxide's. If the vacuum level drops by $\Delta$ across the contact gap, subtracting the level positions on its two sides gives

$$s_e\equiv E_c-E_H=I-A+\Delta,\qquad s_h\equiv E_H-E_v=G-s_e .$$

The second relation holds because $E_c-E_v=G$.

The size of $\Delta$ follows from Poisson's equation. Since $W=-e\phi+\text{constant}$ and $(\epsilon\phi')'=-\rho$,

$$(\epsilon W')'=e\rho(W),$$

where $\epsilon$ is the absolute permittivity. The model has an undoped oxide (relative permittivity 10, carrier mass $m_e$) and an organic of relative permittivity 3. The organic has molecular layers 1 nm apart, with $10^{14}$ molecules/cm² each. A molecule may lose one electron, leaving a cation with two spin states. The contact gaps are 0.5 nm wide with relative permittivity 1, and the field vanishes at the outer organic surface.

At 300 K, $kT=0.02585$ eV. The solution has $1.16\times10^{13}$ transferred charges per cm² at the organic contact. Gauss's law then gives

$$\Delta=\frac{e(eN_s)d}{\epsilon_0}=1.05\ \text{eV},\qquad s_e=-1.10+1.05=-0.05\ \text{eV},\qquad s_h=3.05\ \text{eV},$$

where $N_s$ is the transferred number per area and $d$ the gap width. About 10% of the first-layer molecules are ionized. Their HOMO lies 0.07 eV below $E_F$, while the adjacent conduction edge lies 0.12 eV below $E_F$. These values treat the charge as spread evenly over each layer; the discreteness of real charges can change the ionized fraction and shift individual molecular levels by tenths of an eV. Charge transfer has removed most of the original 1.1 eV offset, but has not created a large electron barrier.

## Why both layers contain carriers

An undoped layer can still be filled from its contacts. Consider Boltzmann carriers of density $n_0$ at a plane of zero field, and let $y=\ln(n/n_0)$. For electrons, $y=-(W-W_0)/kT$ and $\epsilon W''=-e^2n$, so

$$y''=\frac{e^y}{\lambda^2},\qquad \lambda^2=\frac{\epsilon kT}{e^2n_0}.$$

Holes obey the same equation because both signs reverse. Multiplying by $y'$ and integrating from the zero-field plane gives $y'^2=2(e^y-1)/\lambda^2$. Setting $e^y=\sec^2\theta$ gives $dy=2\tan\theta\,d\theta$ and $e^y-1=\tan^2\theta$, hence $x=\sqrt2\,\lambda\theta$, with $x$ measured here from that plane. A strongly accumulated contact corresponds to $\theta\to\pi/2$. A layer of length $L$ between this plane and the contact therefore has

$$L=\frac{\pi\lambda}{\sqrt2},\qquad n_0=\frac{\pi^2\epsilon kT}{2e^2L^2}.$$

For the organic, $L=50$ nm gives $8.5\times10^{15}$ cm⁻³. The full layered solution gives $8.6\times10^{15}$ cm⁻³, which places the far HOMO 0.32 eV below $E_F$.

The oxide is fed from both sides, so $L=5$ nm. The law gives $2.8\times10^{18}$ electrons/cm³; the full solution gives $3.3\times10^{18}$ cm⁻³. A finite contact density would lower the Boltzmann result, because $\theta$ would stop short of $\pi/2$. The excess therefore comes from Fermi statistics, the other physical difference between the two calculations.

## The valence-band route fails

Holes reaching the organic through the oxide valence band must enter from the anode or be generated inside the oxide. Each supply has a ceiling.

For entry from the anode, count the one-way flux of carriers over a barrier $b=E_F-E_v$, with mass $m=m_e$:

$$J_{\rm em}=\frac{2e}{(2\pi)^3}e^{-b/kT}
\int_0^\infty\! \frac{\hbar k_x}{m}e^{-\hbar^2k_x^2/2mkT}dk_x
\int e^{-\hbar^2k_\perp^2/2mkT}d^2k_\perp .$$

The integrals are $kT/\hbar$ and $2\pi mkT/\hbar^2$. Thus

$$J_{\rm em}=A_RT^2e^{-b/kT},\qquad A_R=\frac{emk^2}{2\pi^2\hbar^3}.$$

To supply the required $J=10$ mA/cm², $b$ must not exceed $kT\ln(A_RT^2/J)=0.54$ eV. The smallest value in the oxide is 2.95 eV. Using that smallest value even though the barrier is higher near the contacts gives a generous ceiling:

$$J_{\rm em}=J\exp\!\left(\frac{0.538-2.949}{0.02585}\right)\approx3\times10^{-43}\ \text{A/cm}^2.$$

For generation through one trap level, the net rate per volume is

$$R=\frac{n_i^2-np}{\tau_p(n+n_1)+\tau_n(p+p_1)},\qquad n_1p_1=n_i^2 .$$

Here $n_i$ is the intrinsic density, $\tau_n,\tau_p$ are capture lifetimes, and $n_1,p_1$ are the densities when $E_F$ is at the trap. Dropping the nonnegative $n$ and $p$ terms raises the rate. The inequality $a+b\ge2\sqrt{ab}$, applied to the remaining denominator, then gives

$$R\le\frac{n_i^2}{\tau_pn_1+\tau_np_1}\le\frac{n_i}{2\sqrt{\tau_n\tau_p}} .$$

Multiplication by $e$ and the oxide thickness gives a current ceiling. Even with both lifetimes set to 1 ps, it is $1.3\times10^{-19}$ A/cm². The valence band cannot supply the device current.

## The conduction-band route succeeds

The narrow electron well at the contact raises the lowest electron state by 0.16 eV, to 0.03 eV above $E_F$. This shift was calculated in the solved potential but not fed back into the charge. Feeding it back would lower the conduction edge at the contact by about 0.1 eV, cut the climb found next to about 0.07 eV and roughly double the forward current $J_0$ below, so the contact alignment is approximate at that level; the electron step would remain downhill. Call the receiving level $E_r$. An electron from the first-layer HOMO must then climb about $0.03+0.07=0.11$ eV, using the unrounded levels.

Let $h$ be the probability that a molecule is ionized, and $f$ the occupation of one receiving spin state. The forward and backward rates are proportional to

$$r_f(1-h)(1-f),\qquad r_bfh/2 .$$

The factor $1/2$ selects the cation spin that can accept the returning electron. Give the organic and oxide separate Fermi levels $\mu_o$ and $\mu_x$, with $V=\mu_o-\mu_x$ in energy units. Then

$$\frac{h}{2(1-h)}=e^{-(\mu_o-E_H)/kT},\quad
\frac{f}{1-f}=e^{-(E_r-\mu_x)/kT},\quad
\frac{r_b}{r_f}=e^{(E_r-E_H)/kT}.$$

Their product is the backward-to-forward ratio, $e^{-V/kT}$. Hence

$$J=J_0(1-e^{-V/kT}),$$

where $J_0$ is the forward current. With a chosen attempt rate $\nu=10^{11}$ s⁻¹ and $N=10^{14}$ molecules/cm²,

$$J_0=e\nu N(1-h)(1-f)e^{-(E_r-E_H)/kT}\approx1.9\times10^4\ \text{A/cm}^2.$$

Since $J\ll J_0$, the interface loss is $V\simeq kTJ/J_0$, corresponding to 0.014 µV.

Inside the oxide, drift and diffusion together give a current magnitude $J=\mu n|dE_F/dx|$, where $\mu$ is mobility. Dividing the Fermi-level change by $e$ gives the voltage loss

$$V_{\rm ox}=\frac{J}{e\mu}\int\frac{dx}{n}.$$

For $\mu=10^{-3}$ cm²/Vs this is about 9 µV. Such a small loss supports using the equilibrium bands inside the oxide. Passage from oxide to anode is assumed to add no limiting resistance.

With the same attempt rate and a common vacuum level, an anode directly on the organic faces a hole barrier of $5.6-4.7=0.9$ eV. Its estimated injection current is $1.2\times10^{-9}$ A/cm², without field lowering of the barrier or HOMO disorder, which can raise it by several orders of magnitude: a field of 0.5 MV/cm and a Gaussian spread of 0.1 eV together bring a crude estimate to about $10^{-3}$ A/cm², still below the required current. The oxide removes this bottleneck.

## The general statement and its proof

**Statement.** Consider steady injection through an oxide, with tunnelling and gap-state conduction negligible. Let $J_{\rm em}$ and $J_{\rm gen}$ bound the valence-band supply from the anode and from generation. If

$$J_{\rm em}+J_{\rm gen}\ll J<J_0$$

and the conduction band can carry $J$ to the anode, hole injection proceeds through conduction-band electrons.

**Proof.** Steady charge conservation makes the total current independent of position:

$$J=J_p^{\rm organic}=J_c^{\rm oxide}+J_v^{\rm oxide}.$$

The supply bounds give $J_v\le J_{\rm em}+J_{\rm gen}\ll J$, so $J_c\simeq J$. With $J_0$ held fixed, a good approximation when $J\ll J_0$ as in the example, the transfer law has a finite positive solution,

$$V=-kT\ln(1-J/J_0),$$

because $J<J_0$. Electrons moving towards the anode and holes moving away from it carry conventional current in the same direction. Each electron removed from a neutral molecule leaves one hole, so the two currents join at the interface. $\square$

The alignment itself is unique. For two solutions with difference $u$, $u=0$ at the anode and $u'=0$ at the outer surface. Multiplying the difference of their Poisson equations by $u$ and integrating gives

$$-\int\epsilon u'^2dx=e\int u[\rho(W_1)-\rho(W_2)]dx .$$

Raising $W$ removes oxide electrons and adds holes, so $\rho$ never decreases with $W$. The right side is nonnegative and the left side nonpositive. Both vanish, and the anode condition gives $u=0$.

As a separate test of the valence band's role, the gap was widened to 30 eV with $A$ fixed. The alignment did not change at the printed precision.

## When the conclusion changes

Moving the conduction band up reverses the preference. With $A=1.8$ eV and $G=3.6$ eV, the electron step is 3.8 eV. The conduction estimate falls to about $10^{-58}$ A/cm², while the valence emission ceiling is $1.9\times10^{-5}$ A/cm². A hole using the valence band needs to climb only $5.6-4.7=0.9$ eV in all to reach the HOMO, against the 3.8 eV electron step, so the valence route is favoured. Its ceiling shows that this undoped oxide still cannot pass 10 mA/cm² from the chosen anode.

The deep-band result is less sensitive. Changing one setting at a time gives:

- Lowering $A$ to 5.5 eV, a rough representation of air exposure, gives $s_e=0.19$ eV and $J_0\approx200$ A/cm².
- A Gaussian HOMO spread of 0.1 eV moves the far HOMO centre to 0.50 eV below $E_F$, but leaves $J_0$ near $1.6\times10^4$ A/cm².
- Adding $10^{19}$ donors/cm³, raising the contact permittivity to 3, or heating to 360 K keeps $J_0$ above $10^4$ A/cm².

In all these deep-band cases the valence emission ceiling stays below $10^{-33}$ A/cm².

The chosen levels are rough values for clean MoO₃ on indium tin oxide beneath an arylamine hole conductor; the mass, mobility and attempt rate are round assumptions. Real evaporated oxide contains oxygen vacancies, whose gap states can also carry electrons. That changes the electron path, not the identity of the carrier. Molecular relaxation may add a transfer barrier. At fixed attempt rate, the main case can absorb an extra $kT\ln(J_0/J)\approx0.37$ eV before its forward current falls to the required value; the air-lowered case can absorb about 0.26 eV.

An operating field $F=0.5$ MV/cm in the organic would change the vacuum-level drop across the contact gap by at most $3eFd\approx0.08$ eV, where 3 is the organic's relative permittivity. This bound, listed in the output as the contact shift, ignores screening. Behind an accumulated contact, extra holes spread through the organic film as space charge supply almost all of the added field, so the actual change is far smaller. Direct tunnelling from the first-layer HOMO across the 10 nm oxide has a factor near $10^{-12}$. Multiplied by $e\nu N\approx1.6\times10^6$ A/cm², it gives roughly $10^{-6}$ A/cm², well below the required current. The factor depends exponentially on the assumed mass: it is near $10^{-9}$ for $0.7m_e$ and $10^{-6}$ for $0.5m_e$, where this route alone could pass the required current. A lighter mass or a much thinner oxide would therefore need this route reconsidered; the carrier would still be an electron leaving the HOMO. The numerical output lists the remaining values.

## Computed values

```
Anode work function: 4.7 eV
Oxide affinity, gap: 6.7, 3.0 eV
HOMO centre depth: 5.6 eV
Oxide, organic thickness: 10, 50 nm
Oxide, organic permittivity: 10, 3
Contact gap: 0.5 nm, relative permittivity 1
Molecules per layer: 1.0e+14 cm^-2
Layer spacing: 1.0 nm; carrier mass: 1 m_e
Temperature: 300 K; kT: 0.02585 eV
Required current: 10.0 mA/cm2
Attempt rate: 1.0e+11 s^-1
Oxide mobility: 1.0e-03 cm2/Vs
Ec-EHOMO before contact: -1.100 eV
Contact vacuum-level drop: 1.050 eV
Ec-EF at organic contact: -0.123 eV
EF-EHOMO in first layer: 0.074 eV
Electron step Ec-EHOMO: -0.050 eV
Valence step EHOMO-Ev: 3.050 eV
Largest Ec-EF inside oxide: 0.051 eV
Smallest EF-Ev inside oxide: 2.949 eV
EF-EHOMO at far surface: 0.319 eV
Transferred charge: 1.161e+13 e/cm2
First-layer hole fraction: 0.1040
Oxide contact field: 2.101 MV/cm
Field stress / pressure difference: 1.00061
Oxide minimum n, solved: 3.294e+18 cm^-3
Oxide minimum n, thickness law: 2.820e+18 cm^-3
Organic far p, solved: 8.627e+15 cm^-3
Organic far p, thickness law: 8.460e+15 cm^-3
Valence emission ceiling: 3.147e-43 A/cm2
EF-Ev limit for required current: 0.538 eV
Assumed generation lifetime: 1.0 ps
Thermal generation ceiling: 1.272e-19 A/cm2
HOMO-to-conduction current: 1.892e+04 A/cm2
Interface voltage loss: 1.367e-02 microvolt
Oxide transport loss: 9.191e+00 microvolt
Direct anode hole barrier: 0.900 eV
Direct anode injection: 1.217e-09 A/cm2
Confined level minus EF: 0.032 eV
Confinement above contact Ec: 0.155 eV
log10 direct tunnelling factor: -12.25
Assumed operating field: 0.50 MV/cm
Operating-field contact shift: 0.075 eV
Cases: Ec-EHOMO, far EF-EHOMO (eV); Jc, Jv (A/cm2)
air-lowered affinity: 0.192, 0.321; 2.04e+02, 5.76e-43
HOMO disorder 0.1 eV: 0.025, 0.504; 1.65e+04, 3.12e-43
contact permittivity 3: -0.231, 0.319; 9.85e+04, 2.57e-43
donors 1e19 cm^-3: -0.057, 0.319; 3.14e+04, 8.20e-44
temperature 360 K: -0.032, 0.378; 1.74e+04, 1.32e-34
shallow Ec: A=1.8, G=3.6 eV: 3.800, 0.900; 1.30e-58, 1.88e-05
Max change without valence band: 0.0e+00 eV
```
